Many-atom bond orders from a Lanczos chain and consistent truncated energies

**The problem**

A tight-binding Hamiltonian H is a real symmetric matrix in a finite set of orthonormal orbitals |i>. Orbitals on the same atom are not coupled to each other, so every off-diagonal element H_ij is a hopping between atoms. Electrons are independent, both spins are equally occupied, and all levels below E_F are filled. With G(E) = (E − H)⁻¹, where E has an infinitesimal positive imaginary part, the bond order is

Θ_ij = −(2/π) Im ∫^{E_F} G_ij(E) dE,

which is twice the one-spin density matrix element.

The Lanczos chain of orbital i consists of orthonormal vectors |u_n> = p_n(H)|i>, where p_n is a polynomial of degree n and |u_0> = |i>. They obey

H|u_n> = a_n|u_n> + b_n|u_{n−1}> + b_{n+1}|u_{n+1}>, with a_0 = H_ii, b_0 = 0.

In this basis H is a tridiagonal matrix J of M levels, and b_M = 0 because the chain ends there. Write g_n = G_0n for the elements of (E − J)⁻¹, and define the response functions

χ_0m,n0 = (1/π) Im ∫^{E_F} G_0m G_n0 dE.

Since ∂G_00/∂a_n = G_0n G_n0, the one-spin occupation of orbital i changes by −χ_0n,n0 per unit rise of a_n at fixed E_F. The task is to express bond orders through these responses, and to find when a shortened expansion gives the same energy as the local density of states.

**(a) How can a chain started on one orbital deliver an intersite element G_ij?**

Solution. Start instead from |i> + (s/2)|j>, with j ≠ i. Its squared norm is 1 + s²/4, so normalization has no effect at first order in s. Because G is symmetric,

G_00(s) = G_ii + (s/2)(G_ij + G_ji) + O(s²) = G_ii + s G_ij + O(s²).

Thus G_ij is the derivative of G_00 at s = 0. The start vector enters G_00 only through the chain coefficients. Denote their derivatives by δa_n and δb_n. From δG = G δJ G, and because each b_n occupies two places in J,

G_ij = Σ_{n=0}^{M−1} g_n² δa_n + 2 Σ_{n=1}^{M−1} g_{n−1} g_n δb_n. (1)

One point needs care: the changed start vector may generate a chain longer than M. Part (b) proves (1) without assuming that it does not.

**(b) Find δa_n and δb_n explicitly, prove (1), and obtain the bond order.**

Solution. To first order, the changed start replaces the average <i|f(H)|i> of any polynomial f by

L_s[f] = <i|f(H)|i> + s <i|f(H)|j>.

The old polynomials then have the overlap matrix 1 + sD, where

D_mn = <i|p_m(H) p_n(H)|j>.

New orthonormal polynomials are P = Cp, with C lower triangular because degrees must stay in order. Orthonormality requires C(1 + sD)Cᵀ = 1. Setting C = 1 + sK gives

K + Kᵀ = −D,

so K_nn = −D_nn/2, K_mn = −D_mn for m > n, and K_mn = 0 for m < n.

The recursion reads E p = J p. At the last level it lacks a polynomial that annihilates |i>, and this polynomial drops out of L_s as well, since it can act to the left on <i|. The new chain matrix is therefore

L_s[P E Pᵀ] = C J (1 + sD) Cᵀ = C J C⁻¹ = J + s(KJ − JK) + O(s²).

Hence δJ = KJ − JK. Its diagonal element is

δa_n = (K_{n,n−1}b_n + K_nn a_n) − (a_n K_nn + b_{n+1}K_{n+1,n})
= b_{n+1}D_{n+1,n} − b_n D_{n,n−1}. (2)

In the element (n−1, n), only one term of each product survives the triangular form of K:

δb_n = K_{n−1,n−1}b_n − b_n K_nn = b_n(D_nn − D_{n−1,n−1})/2. (3)

For the proof of (1), let G now stand for (E − J)⁻¹ and insert J = E − G⁻¹:

G δJ G = G(−KG⁻¹ + G⁻¹K)G = KG − GK.

In the element 00 the two terms with K_00 cancel. What remains is

(G δJ G)_00 = −Σ_{m≥1} g_m K_m0 = Σ_{m≥1} g_m D_m0 = Σ_{m≥1} g_m <u_m|j>.

Since (E − H)⁻¹|i> = Σ_m g_m|u_m> and <u_0|j> = 0, this sum is G_ji = G_ij. Equation (1) is therefore exact for the complete finite chain. Integration up to E_F gives

Θ_ij = −2[ Σ_{n≥0} χ_0n,n0 δa_n + 2 Σ_{n≥1} χ_0(n−1),n0 δb_n ]. (4)

The first term has a simple content. Since |u_1> = (H − a_0)|i>/b_1, equation (2) gives δa_0 = b_1<u_1|j> = H_ij: the direct hopping multiplied by a local response. Later terms contain longer walks from i to j, and so the surroundings of the bond.

A dimer with zero orbital energies and hopping h < 0 checks the signs. Here b_1 = |h| and |u_1> = −|j>, so δa_0 = h and δa_1 = −h. Because H² = h², D_11 = 0 and δb_1 = 0. With g_0 = E/(E² − h²) and g_1 = |h|/(E² − h²),

h(g_0² − g_1²) = h/(E² − h²) = G_ij.

Filling the level at −|h|, where the residue is h/(−2|h|) = 1/2, gives Θ_ij = 1, a full bond.

**(c) What do the coefficient derivatives become when they are summed over all bonds of orbital i, each weighted by its hopping?**

Solution. D_mn is linear in |j>, and

Σ_{j≠i} H_ij|j> = (H − a_0)|i>.

The weighted sum of D_mn is therefore

<i|p_m(H) p_n(H)(H − a_0)|i> = J_mn − a_0 δ_mn.

Its elements are b_{n+1} at (n+1, n) and a_n − a_0 at (n, n). Equations (2) and (3) then give

Σ_{j≠i} H_ij δa_n = b_{n+1}² − b_n²,
Σ_{j≠i} H_ij δb_n = b_n(a_n − a_{n−1})/2. (5)

This is a sum rule for the coefficient derivatives. Individual bonds have disappeared, and only the site's own chain is left. For n = 0 the first line says that b_1² is the sum of the squared hoppings.

**(d) Keep δa_0 … δa_{N−1} and δb_1 … δb_N, with N ≥ 1. By how much do the intersite and on-site bond energies differ for an arbitrary continuation of the chain beyond level N?**

Solution. The two energies of orbital i, including spin, are

U_inter = Σ_{j≠i} H_ij Θ_ij,
U_on = 2∫^{E_F} (E − a_0) n_i(E) dE, n_i = −(1/π) Im g_0.

Let the levels beyond N act on level N through a self-energy S(E). Define f_n = b_{n+1}g_{n+1} for n < N, and f_N = S g_N. The equations of the model chain are

a_0 g_0 = E g_0 − 1 − f_0,
a_n g_n = E g_n − b_n g_{n−1} − f_n for 1 ≤ n ≤ N. (6)

By (1) and (5), the weighted sum of the truncated G_ij is

Q = Σ_{n=0}^{N−1} (b_{n+1}² − b_n²)g_n² + Σ_{n=1}^{N} b_n(a_n − a_{n−1})g_{n−1}g_n.

In the second sum, use (6) for a_n g_n and for a_{n−1}g_{n−1}. The terms with E cancel. Since f_{n−1} = b_n g_n, the summand becomes

b_n²(g_n² − g_{n−1}²) − T_n + T_{n−1} + δ_n1 b_1 g_1,

where T_n = b_n g_{n−1} f_n and T_0 = 0. The last term comes from the 1 in the equation for level 0. The T terms telescope, so the second sum equals

Σ_{n=1}^{N} b_n²(g_n² − g_{n−1}²) − T_N + b_1 g_1.

The first sum in Q, with its index shifted in the first part, is

Σ_{n=1}^{N} b_n² g_{n−1}² − Σ_{n=1}^{N−1} b_n² g_n².

Adding the two leaves

Q = b_1 g_1 + R_N, R_N = b_N² g_N² − b_N g_{N−1} g_N S.

Let Γ_N = 1/(E − a_N − S) be the Green function of level N with its tail but without the levels before it. The last line of (6) gives b_N g_{N−1} = g_N/Γ_N, hence

R_N = g_N² (b_N² − S/Γ_N). (7)

The first line of (6) gives b_1 g_1 = (E − a_0)g_0 − 1. The real constant does not contribute to an imaginary part, so b_1 g_1 integrates to U_on, and

U_inter − U_on = −(2/π) Im ∫^{E_F} R_N dE. (8)

Truncation by itself therefore does not ensure agreement. If the chain is simply cut, S = 0 and the remainder is b_N² g_N².

**(e) Which continuation makes the two energies agree at every energy, and is it unique?**

Solution. R_N vanishes at every energy if and only if S = b_N²Γ_N, that is,

S = b_N²/(E − a_N − S). (9)

This is the self-energy of a semi-infinite chain whose levels all equal a_N and whose links, including the one to level N, all equal b_N: removing one level from such a chain leaves the same chain. Equation (9) is quadratic in S, but a tail self-energy must vanish at large |E|, which selects one root. A self-energy fixes the tail coefficients through its expansion in 1/E, so the continuation is unique.

The condition is thus to repeat the last exact pair a_N, b_N. The energies then agree for any E_F, provided both use the same one. With another tail, the integral in (8) still vanishes when the band is completely empty or completely filled, and it may vanish at some E_F in between by accident.

A second consistent choice keeps δa_N as well. This adds (b_{N+1}² − b_N²)g_N² to Q and replaces b_N² in (7) by b_{N+1}². The same argument then requires the constant tail a_N, b_{N+1}.

Agreement is not accuracy. Take the dimer at N = 1 with E_F = 0. The repeated pair is a_1 = 0, b_1 = |h|, so the model is a semi-infinite uniform chain that starts at orbital i, whose local density is √(4h² − E²)/(2πh²) per spin. Then

U_on = (1/(πh²)) ∫_{−2|h|}^{0} E √(4h² − E²) dE = −8|h|/(3π) ≈ −0.849|h|.

The truncated bond order is h g_0² integrated, and h²g_0² = b_1g_1 for this chain, so U_inter has the same value and Θ_ij ≈ 0.849. The exact values are −|h| and 1. Both energies miss by the same 15%.

Nor does the sum rule make bond orders symmetric. A test used seven orbitals with random real symmetric matrix elements between −1 and 1 and E_F in a gap. The complete expansion reproduced the density matrix to 2 × 10⁻¹³. For one pair the exact bond order was 0.186, while N = 2 gave −0.243 from one orbital's chain and 0.032 from the other's. Even so, the truncated energies agreed orbital by orbital within 10⁻⁹ in the units of H.

**(f) Evaluate the N = 2 expansion for a half-filled bcc s band, and examine larger N and other endings.**

Solution. Take a_0 = 0, hopping h₁ = −0.15 eV to 8 first neighbours and h₂ = −0.10 eV to 6 second neighbours. The coefficients of level N need closed walks of at most 2N + 1 steps, so a large enough periodic block gives those of the infinite lattice.

The first ones can be found by counting. The sum of squared hoppings is

b_1² = 8(0.15)² + 6(0.10)² = 0.24 eV², b_1 = 0.4899 eV.

Since D_11 = (H²)_ij/b_1², equation (3) gives δb_1 = (H²)_ij/(2b_1). A first neighbour is reached in two steps by 6 walks of weight h₁h₂, and a second neighbour by 4 walks of weight h₁². Both sums are 0.09 eV², so δb_1 = 0.0919 eV for both bonds. The sum rule can be checked at once:

(8h₁ + 6h₂)δb_1 = −1.8 × 0.09186 = −0.1653 eV²,
b_1(a_1 − a_0)/2 = 0.4899 × (−0.675)/2 = −0.1653 eV².

At N = 2 the tail repeats a_2 = −0.6121 eV and b_2 = 0.5809 eV. One electron per atom requires E_F = 0.171 eV. The responses, in 1/eV, are

χ_00,00 = 1.28406, χ_01,10 = −0.15885,
χ_00,10 = 0.31161, χ_01,20 = −0.33159.

For a first neighbour, δa_0 = −0.15, δa_1 = −0.05156, δb_1 = 0.09186 and δb_2 = −0.01251 eV. In the order of (4),

Θ₁ = −2[−0.19261 + 0.00819 + 0.05725 + 0.00830] = 0.2378, where the last digit comes from the unrounded terms.

For a second neighbour, δa_0 = −0.10, δa_1 = −0.05938, δb_1 = 0.09186 and δb_2 = −0.00545 eV, so

Θ₂ = −2[−0.12841 + 0.00943 + 0.05725 + 0.00361] = 0.1162.

In both cases the direct-hopping term is the largest, and the three later terms reduce the bond order. The energy is

U_inter = 8h₁Θ₁ + 6h₂Θ₂ = −0.2853 − 0.0697 = −0.3550 eV per atom.

The integral over the local density of states gives the same −0.3550 eV.

A direct sum over Bloch states gives Θ₁ = 0.2360, Θ₂ = 0.1150 and U = −0.3523 eV per atom. Refining its mesh from 60 to 120 points per direction moves U by 2 × 10⁻⁶ eV. The separate bond orders converge more slowly and are uncertain by about 0.0001. Relative to this sum, the N = 2 energy is 0.8% too negative. At N = 1 the energy is −0.3515 eV, which is closer, but through cancellation: Θ₁ = 0.2402 contributes an error of about −0.005 eV and Θ₂ = 0.1054 one of about +0.006 eV. At N = 10 the energy differs from the Bloch sum by about 2 × 10⁻⁵ eV. For every N from 1 to 10 the two truncated energies agree to rounding error.

The endings can be compared at N = 4 with E_F held at 0.1779 eV, so the charge is not readjusted:

- Repeated a_4, b_4: both energies are −0.3527 eV.
- Hard cut: U_inter = −0.1097 eV and U_on = −0.2435 eV, a difference of 0.134 eV. The chain now has only five discrete levels, and at this E_F the orbital holds 1.47 electrons instead of one, so both energies also contain a large charge error.
- Tail from the true band edges, −1.80 and 0.60 eV, hence a = −0.60 and b = 0.60 eV: −0.3537 and −0.3529 eV, a difference of −0.0007 eV.
- δa_4 kept, with tail a_4, b_5: both energies are −0.3529 eV.

The band-edge tail nearly satisfies the condition because a_4 = −0.598 eV and b_4 = 0.603 eV are already close to its constants.

**(g) How far may these numbers be read as properties of a metal?**

Solution. The parameters lie in the rough regime of rubidium, a bcc metal with one s electron per atom and a lattice constant near 0.56 nm. The occupied width is 1.98 eV in the model and 1.85 eV for free electrons at the same density. The mass at the band bottom, however, is 0.49 m_e, far below the nearly free-electron value expected for rubidium. Scaling both hoppings by 0.49 would bring the mass to m_e but shrink the occupied width to about 1 eV. A common scaling therefore cannot fit both. The model also omits mixing with p states, whose effect was not calculated here.

Other omissions were sized as shifts of the Bloch-sum energy, with one electron per atom throughout:

- A temperature of 300 K raises the band energy by 0.0025 eV.
- Third neighbours, with hopping −0.056 eV from an assumed inverse-square distance law, raise it by 0.020 eV, or 6%. The shift is not monotonic in this hopping: the steeper power law implied by h₂/h₁, with exponent 2.8, gives −0.038 eV and a shift of 0.032 eV, or 9%.
- An assumed first-neighbour overlap of 0.1, with other overlaps proportional to the hoppings and the hoppings unchanged, raises it by 0.137 eV, or 39%.
- An assumed on-site repulsion of 3 eV costs 3/4 = 0.75 eV per atom in the unpolarized mean-field state, since a quarter of the atoms are then doubly occupied. That is more than the bond energy, so this state is not the lowest: a fully spin-polarized state has a full band and no double occupancy, hence total energy zero. The true cost is therefore at most 0.352 eV, but a repulsion of this size puts the independent-electron picture itself in doubt.

The value −0.352 eV is thus the bond energy of this band model, not a cohesive energy of rubidium. The overlap also breaks an assumption of the derivation: with non-orthogonal orbitals, the start vector of part (a) has a norm that changes at first order in s, and (5) no longer holds in the form given. The remaining values are in the numerical output.

Numbers as computed

```
cluster: worst error of full expansion 1.8e-13
cluster: exact Theta_01 = 0.1862
cluster N=2: Theta_01 chain 0 -0.2431, chain 1 0.0324
bcc: h1 = -0.15 eV, h2 = -0.10 eV, a_0 = 0.00 eV
band edges -1.80 and 0.60 eV
n, a_n, b_n, da_n(1), db_n(1), da_n(2), db_n(2), all eV:
 0  0.00000  0.00000 -0.15000  0.00000 -0.10000  0.00000
 1 -0.67500  0.48990 -0.05156  0.09186 -0.05938  0.09186
 2 -0.61208  0.58095 -0.01836 -0.01251 -0.00473 -0.00545
 3 -0.59071  0.60197 -0.00259 -0.00517  0.00238 -0.00038
 4 -0.59837  0.60336  0.00238  0.00097  0.00334  0.00192
N=2 chi_00,00 1.28406, chi_01,10 -0.15885 1/eV
N=2 chi_00,10 0.31161, chi_01,20 -0.33159 1/eV
N, E_F (eV), Theta1, Theta2, U_intersite, U_onsite (eV/atom):
  1   0.2609  0.2402  0.1054 -0.351531 -0.351531
  2   0.1714  0.2378  0.1162 -0.355047 -0.355047
  3   0.1776  0.2357  0.1167 -0.352863 -0.352863
  4   0.1779  0.2366  0.1147 -0.352732 -0.352732
  5   0.1788  0.2367  0.1143 -0.352624 -0.352624
  6   0.1788  0.2367  0.1141 -0.352515 -0.352515
  7   0.1788  0.2366  0.1142 -0.352490 -0.352490
  8   0.1791  0.2364  0.1145 -0.352379 -0.352379
  9   0.1791  0.2363  0.1146 -0.352363 -0.352363
 10   0.1796  0.2362  0.1148 -0.352298 -0.352298
largest |U_intersite - U_onsite| = 3.9e-16 eV
k sum: E_F 0.1814 eV, Theta1 0.2360, Theta2 0.1150
k sum: U = -0.35228 eV/atom
k mesh shift 60 -> 120: 2.0e-06 eV
N=4 endings at E_F = 0.1779 eV: U_inter, U_on, difference (eV)
 hard cut: -0.10965 -0.24353 0.13388
 band-edge tail: -0.35367 -0.35293 -0.00074
 da_4 kept, tail a_4,b_5: -0.35289 -0.35289
300 K: kT = 0.0259 eV, shift of U 0.0025 eV
third neighbours h3 = -0.0562 eV: shift 0.020 eV
assumed overlap 0.1: shift of U 0.137 eV
assumed repulsion 3.0 eV: mean-field cost 0.75 eV
lattice constant 0.56 nm: band mass 0.49 m_e
occupied width: model 1.98 eV, free electrons 1.85 eV
```
